# Why Free-Silicon Raman Calibrations Misread the Temperature of Clamped Silicon Films

A silicon film 100 nm thick, bonded to fused silica, is heated together with its substrate from 300 K to 400 K. Its Raman peak moves down by 2.025 cm$^{-1}$. Freely expanding silicon with the slope assumed here, $-0.022$ cm$^{-1}$/K, would move by 2.200 cm$^{-1}$. A thermometer calibrated on the free crystal therefore reports a rise of 92 K instead of 100 K.

The missing 0.175 cm$^{-1}$ is mechanical. Silicon expands more than fused silica on heating, so the substrate holds the film in compression, and compression raises the phonon frequency. Clamping is not enough to cause the error: the substrate must impose a thermal strain different from the one silicon would take by itself. A silicon film on a silicon substrate at the same temperature is read correctly.

## What the free calibration contains

Let $T_0$ be the reference temperature and $\Delta T$ the true rise of the film. All strains are measured from the state at $T_0$, and tensile strain is positive. The surface is (001), with $z$ along its normal and $x$, $y$ along the other cube axes. In backscattering from this surface the allowed optical phonon is the one polarised along $z$. Its frequency, as a wavenumber, is $\omega_0$ at $T_0$.

At fixed temperature, normal strains change the square of this frequency by

$$\Delta(\omega^2)=p\,\varepsilon_{zz}+q(\varepsilon_{xx}+\varepsilon_{yy}).$$

The phonon deformation potentials $p$ and $q$ are both negative in silicon. For a small change $\Delta(\omega^2)=2\omega_0\Delta\omega$, so strain contributes the right-hand side divided by $2\omega_0$.

Frequency depends on temperature as well as on strain, because atomic vibrations sample the anharmonic part of the bonding energy even when the lattice dimensions are held fixed. To first order the two changes add:

$$\Delta\omega=A\,\Delta T+\frac{p\,\varepsilon_{zz}+q(\varepsilon_{xx}+\varepsilon_{yy})}{2\omega_0},\qquad A=\left(\frac{\partial\omega}{\partial T}\right)_{\varepsilon}.$$

Here $\varepsilon$ is the total strain, thermal expansion included. A free cubic crystal expands equally in all directions, so each normal strain is $\alpha_f\Delta T$, with $\alpha_f$ the linear expansion coefficient of silicon. The slope found in a free calibration is then

$$\chi=A+\frac{(p+2q)\alpha_f}{2\omega_0}.$$

The second term is the part of the calibration that depends on the crystal being free. The example uses rough typical values: $\omega_0=520$ cm$^{-1}$, $p/\omega_0^2=-1.8$, $q/\omega_0^2=-2.3$ and $\alpha_f=2.6\times10^{-6}$ K$^{-1}$. They give

$$\frac{520}{2}(-1.8-4.6)(2.6\times10^{-6})=-0.00433\ \text{cm}^{-1}/\text{K},$$

about a fifth of the total slope. The remaining $A=-0.01767$ cm$^{-1}$/K belongs to a lattice of fixed dimensions.

## What the substrate changes

Take a film much thinner than its substrate, perfectly bonded, evenly heated over a wide area, and observed far from any edge. The substrate then dictates the in-plane strain, $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_s$, assumed equal in both directions. The difference from free expansion is the mismatch strain,

$$\varepsilon_m=\varepsilon_s-\alpha_f\Delta T.$$

This is the elastic part of the in-plane strain, the part that carries stress.

The top surface is free, so the normal stress $\sigma_{zz}$ vanishes. Hooke's law for a cubic crystal applies to the elastic strains, which are the total strains less $\alpha_f\Delta T$:

$$0=C_{11}(\varepsilon_{zz}-\alpha_f\Delta T)+2C_{12}\varepsilon_m.$$

Solving for the total normal strain gives

$$\varepsilon_{zz}=\alpha_f\Delta T-2\frac{C_{12}}{C_{11}}\varepsilon_m.$$

A film compressed in its plane therefore thickens by more than its free thermal expansion.

Now insert $\varepsilon_s=\alpha_f\Delta T+\varepsilon_m$ and this $\varepsilon_{zz}$ into the frequency shift:

$$\Delta\omega=A\Delta T+\frac{(p+2q)\alpha_f\Delta T}{2\omega_0}+\frac{2q-2pC_{12}/C_{11}}{2\omega_0}\,\varepsilon_m.$$

The first two terms are $\chi\Delta T$. The result is

$$\Delta\omega=\chi\Delta T+b\,\varepsilon_m,\qquad b=\frac{q-pC_{12}/C_{11}}{\omega_0}.$$

The free calibration is recovered when $\varepsilon_m=0$. Otherwise the film adds a shift proportional to its elastic strain.

With $C_{11}=166$ GPa and $C_{12}=64$ GPa,

$$b=520\left(-2.3+1.8\,\frac{64}{166}\right)=-835\ \text{cm}^{-1}\ \text{per unit strain}.$$

The two terms compete. In-plane compression raises the frequency through $q$, while the accompanying thickening lowers it through $p$. The first is larger, so $b$ is negative and compression gives a net upward shift.

## From peak shift to temperature error

If film and substrate warm uniformly by the same $\Delta T$, then $\varepsilon_s=\alpha_s\Delta T$, where $\alpha_s$ is the substrate's expansion coefficient. A user of the free calibration divides the measured shift by $\chi$ and obtains

$$\Delta T_{\rm app}=\Delta T\left[1+\frac{b(\alpha_s-\alpha_f)}{\chi}\right].$$

Both $b$ and $\chi$ are negative, so $b/\chi$ is positive. The reading is low if $\alpha_s<\alpha_f$ and high if $\alpha_s>\alpha_f$.

For fused silica take $\alpha_s=0.5\times10^{-6}$ K$^{-1}$. The steps for $\Delta T=100$ K are

$$\varepsilon_m=(0.5-2.6)\times10^{-6}\times100=-2.10\times10^{-4},$$

$$b\,\varepsilon_m=(-835.1)(-2.10\times10^{-4})=+0.175\ \text{cm}^{-1},$$

$$\Delta T_{\rm app}=\frac{-2.200+0.175}{-0.022}=92.0\ \text{K}.$$

The true rise is the reading multiplied by 1.087. Within this linear model the error is a fixed fraction of the rise, 8% of the true value.

The stress responsible is modest. Eliminating the normal elastic strain from Hooke's law gives the in-plane stress $\sigma=M_f\varepsilon_m$, with

$$M_f=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=180.7\ \text{GPa}.$$

The film is thus under 38 MPa of compression. The equivalent stress coefficient is $b/M_f=-4.62$ cm$^{-1}$/GPa.

## When the substrate stays cold

In short-pulse heating, or where thermal contact is poor but the bond still holds the film in plane, the film may be much hotter than the bulk of its support. Under steady heating a well-bonded film on fused silica is usually only slightly hotter than the silica just beneath it, so the cold substrate treated below is then a limiting case. Suppose the substrate warms uniformly by $\Delta T_s$, which differs from the film's rise. Then $\varepsilon_s=\alpha_s\Delta T_s$, and the same division by $\chi$ gives

$$\Delta T_{\rm app}=\left(1-\frac{b\alpha_f}{\chi}\right)\Delta T+\frac{b\alpha_s}{\chi}\Delta T_s.$$

For a cold substrate $\Delta T_s=0$ and the in-plane strain is zero. The substrate's expansion coefficient drops out, so even a silicon substrate produces an error. The mismatch strain is $-2.6\times10^{-4}$, the added shift is $+0.217$ cm$^{-1}$, and the reading is 90.1 K.

It would be wrong to use the fixed-lattice slope $A$ here. That would predict a reading of $1.767/0.022=80$ K, because it assumes that all three dimensions are held. The film is free to thicken, and its total normal strain is

$$\alpha_f\Delta T\left(1+2\frac{C_{12}}{C_{11}}\right)=4.6\times10^{-4},$$

compared with $2.6\times10^{-4}$ in free expansion. This thickening retains about half of the downward shift that free expansion would have produced. After a very short pulse it takes a few crossings of sound through the film, each about 12 ps at this thickness, and the relations here apply only after that.

The readings for a true film rise of 100 K, with all film parameters held fixed, are:

| Substrate | Reading (K) |
|---|---:|
| Fused silica, same temperature | 92.0 |
| Silicon, same temperature | 100.0 |
| $\alpha_s=6.0\times10^{-6}$ K$^{-1}$, same temperature | 112.9 |
| Any of these, cold | 90.1 |

The error carries over to derived thermal properties. An interface conductance is the heat flux divided by the temperature drop. If the flux is known and the substrate stays cold, a drop of 100 K read as 90.1 K makes the conductance 11% too high relative to its true value.

## A check on a model crystal

The argument rests on adding a temperature effect and a strain effect. This can be examined in a crystal where both arise from the same interatomic energy. Silicon described by the Stillinger–Weber potential serves the purpose. In the classical quasi-harmonic approximation its free energy per primitive cell is

$$F=U+\frac{k_BT}{2}\left\langle\ln\det D(\mathbf q)\right\rangle_{\mathbf q},$$

apart from terms independent of strain and atomic displacement. Here $U$ is the static energy and $D$ the dynamical matrix. The logarithm appears because a classical oscillator's free energy varies as $k_BT\ln\omega$, and $\det D$ is proportional to the product of the squared frequencies.

Minimising $F$ over strain gives the expansion of the free crystal, and over $\varepsilon_{zz}$ alone that of the clamped one. The curvature of $F$ with respect to a relative shift of the two sublattices gives a zone-centre frequency that depends on temperature even at fixed strain. It is the static limit of the anharmonic shift, not a prediction of the measured line.

The formula received $p/\omega_0^2=-1.850$, $q/\omega_0^2=-1.470$ and $C_{12}/C_{11}=0.5047$ from static derivatives, together with the model's expansion coefficient, $3.947\times10^{-6}$ K$^{-1}$. The crystal was heated from 0 to 10 K. With its in-plane dimensions held rigid, the slope differed from the free slope by 0.001259 cm$^{-1}$/K in the direct calculation and by 0.001260 cm$^{-1}$/K in the formula. With a substrate expanding 2.5 times as much as the film, the values were $-0.001890$ and $-0.001891$ cm$^{-1}$/K. With matched expansion the difference vanished.

Inverting the model's own free calibration for the rigid case gave 0.9447 of the true rise, against 0.9446 from the formula. Refining the wavevector mesh from 12 to 16 divisions changed the free slope, $-0.02276$ cm$^{-1}$/K, by $5\times10^{-6}$ cm$^{-1}$/K.

This supports the mechanism, not the size of the effect in real silicon. The model has $b=-319$ cm$^{-1}$ per unit strain, much weaker than the $-835$ of the example. Its smaller $|q|$ and larger $C_{12}/C_{11}$ both reduce the magnitude of $b$.

## How firm is the 8%?

The estimates below change one feature of the fused-silica example at a time.

**Deformation potentials.** A value of $|b|$ larger by 15% lowers the reading by another 1.2 K. The correction should carry the uncertainty of $b$, which multiplies it directly.

**Growth of the expansion coefficient.** If $\alpha_f$ rises at roughly $6\times10^{-9}$ K$^{-2}$, its mean over the 100 K interval is larger by $0.3\times10^{-6}$ K$^{-1}$. The mismatch grows, and with $\chi$ kept at $-0.022$ cm$^{-1}$/K as the mean free slope over the interval, the reading falls by a further 1.1 K. The same growth also steepens the free curve. If $A$ is held fixed and the slope at 300 K is extrapolated instead, the net change is a rise of 1.1 K. For large rises, $(\alpha_s-\alpha_f)\Delta T$ should be replaced by the integral of the difference over temperature.

**Curvature of the calibration.** The example treats $\chi$ as constant. Suppose instead that the whole free shift follows the decay of the phonon into two phonons of half its frequency, so that it varies as $1+2n$, with $n$ their thermal occupation. The mean slope from 300 to 400 K is then 3.2% steeper than the slope at 300 K. Extrapolating the initial slope would raise the reading by about 3 K and hide part of the clamping error. This figure belongs to the two-phonon form alone; fits that add a four-phonon term curve more strongly, roughly twice as much over this range. Using the measured free curve removes this separate fault and leaves the clamping error.

**Yielding of the substrate.** The film exerts a force per unit width $N=M_ft_f\varepsilon_m$, where $t_f$ is its thickness. For a substrate of thickness $t_s$ and biaxial modulus $M_s$, the reaction changes the mean strain by $N/(M_st_s)$ in magnitude. The force acts at the surface, so it also produces a moment $Nt_s/2$. Dividing by the bending stiffness $M_st_s^3/12$ gives a curvature $6N/(M_st_s^2)$, and multiplying by $t_s/2$ gives a surface strain $3N/(M_st_s)$. Both contributions relieve the film, by the total fraction

$$\frac{4M_ft_f}{M_st_s}=\frac{4(180.7)(0.1)}{(86.7)(500)}\approx0.17\%.$$

Here the thicknesses are in micrometres and the moduli in GPa. The reading changes by 0.01 K, which is negligible. The estimate holds only while the relief is small. It is about 7% too large for a film one hundredth as thick as its substrate, and about 70% too large at one tenth.

**Edges.** Near an edge the film can relax. Comparing the film's stretching stiffness with the substrate's resistance gives a length scale $(M_f/M_s)t_f\approx0.2$ µm. Relaxation is strong within this distance but dies away slowly beyond it: the film force is still about 7% below its fully clamped value 2 µm from the edge. Even a strip 5 µm wide falls about 11% short at its centre. These figures are for the force normal to an edge running along a cube axis. The strain along the edge stays clamped, so the clamping shift of the peak falls by less: about 4.5% at 2 µm from the edge and 7% at the centre of the strip, where the reading is 92.6 K instead of 92.0 K. Narrower strips need their own elastic calculation.

## What real samples add

The film properties above are rough values for crystalline silicon near room temperature, and the substrate values are typical of fused silica. None is meant to be unusual. The 8% is a model result for these inputs, not a measured error.

An assumption easily broken in a laser measurement is uniform heating. For a film on fused silica, going from an equally hot to a uniformly cold substrate moves the reading from 92.0 to 90.1 K. A focused beam also creates a warm region inside the substrate, whose surface strain depends on the whole temperature field. A small hot spot in the film also stretches the substrate beneath it. For a Gaussian temperature profile of $1/e^2$ radius 1 µm on cold silica, this raises the reading at the centre from 90.1 to about 93 K, so the two uniform cases do not bound the reading under a focused beam. With a focused beam, $\varepsilon_s$ should therefore come from a thermoelastic calculation of film and substrate together, or the uncertainty in it should be stated.

Stress already present at $T_0$ is a different matter. If the reference peak is taken on the same clamped film at $T_0$, a constant residual stress cancels to leading order. If an absolute peak position is compared with that of unstressed silicon, it does not cancel. A tensile residual stress of 100 MPa shifts the peak by $-0.462$ cm$^{-1}$, which reads as a false rise of 21 K. This offset is present without any heating and exceeds the thermal-mismatch error of the example.

## What to do about it

Record the reference peak on the clamped film itself, at known temperature and with laser heating made negligible or extrapolated to zero power. This removes the residual-stress offset but not the mismatch strain that develops during heating.

Then match the correction to the heating. If film and substrate share one temperature, divide the measured shift by

$$\chi_{\rm cl}=\chi+b(\alpha_s-\alpha_f),$$

or measure this slope directly by heating the bonded sample on a stage. For the fused-silica example it is $-2.025/100=-0.02025$ cm$^{-1}$/K. If the substrate has a different uniform temperature, solve the two-temperature relation for the film:

$$\Delta T=\frac{\Delta T_{\rm app}-(b\alpha_s/\chi)\Delta T_s}{1-b\alpha_f/\chi}.$$

A stage calibration does not carry over unchanged to a cold substrate. In that use it returns the ratio of the two free-calibration readings. On fused silica this is $90.1/92.0=0.98$, so the remaining error is about 2%. On the substrate with $\alpha_s=6.0\times10^{-6}$ K$^{-1}$ it is $90.1/112.9=0.80$, which is worse than the free calibration's 0.90. The stage slope includes a substrate expansion that is absent in the measurement.

Where the imposed strain is unknown, a second phonon polarisation can in principle separate stress from temperature. For a phonon polarised along $x$, the roles of the axes are exchanged, and its mismatch shift is

$$\frac{p\,\varepsilon_m+q(\varepsilon_m-2C_{12}\varepsilon_m/C_{11})}{2\omega_0}=0.127\ \text{cm}^{-1}.$$

The temperature term $\chi\Delta T$ is common to both polarisations, so the difference between their shifts is purely elastic: $0.175-0.127=0.048$ cm$^{-1}$. Multiplying the measured difference by $0.175/0.048\approx3.6$ recovers the stress shift of the $z$-polarised phonon, which can then be subtracted.

The cost is a greater demand on peak positions and on the deformation potentials. An error of 0.01 cm$^{-1}$ in the difference becomes 0.036 cm$^{-1}$ in the correction, or 1.6 K. The factor 3.6 also depends on the small difference between $p$ and $q$: an error of 5% in the value of $q$ used for the factor, with the true $q/\omega_0^2$ at $-2.3$, changes the corrected temperature by 1.0 or 1.6 K, depending on its sign. The method also needs a scattering geometry that admits the second polarisation, and an in-plane strain equal in both directions.

The inputs and main results are listed in the numerical output below.

## Calculated quantities

```
MODEL CRYSTAL (Stillinger-Weber, classical)
static Raman frequency        594.84 cm^-1
p/w0^2, q/w0^2                -1.850, -1.470
C12/C11                       0.5047
b                             -319.3 cm^-1 per unit strain
expansion coefficient         3.947 1e-6/K
  shift, mesh 12 to 16        0.00030 1e-6/K
free slope                    -0.02276 cm^-1/K
  shift, mesh 12 to 16        4.61e-06 cm^-1/K
fixed-lattice slope           -0.01714 cm^-1/K
expansion part of free slope  -0.00562 cm^-1/K
alpha_s/alpha_f=0.0: extra slope direct 0.001259, formula 0.001260 cm^-1/K
alpha_s/alpha_f=1.0: extra slope direct -0.000000, formula -0.000000 cm^-1/K
alpha_s/alpha_f=2.5: extra slope direct -0.001890, formula -0.001891 cm^-1/K
rigid substrate, reading/true: inverted 0.9447, formula 0.9446
EXAMPLE (rough parameters): Si film on fused silica
omega0, free slope            520 cm^-1, -0.022 cm^-1/K
p/w0^2, q/w0^2                -1.8, -2.3
C11, C12                      166, 64 GPa
alpha film, silica, high      2.6, 0.5, 6.0 1e-6/K
start, true rise              300, 100 K
film, substrate thickness     0.1, 500 um
substrate Young, Poisson      72 GPa, 0.17
b                             -835.1 cm^-1 per unit strain
biaxial modulus film, silica  180.7, 86.7 GPa
stress coefficient b/M        -4.62 cm^-1/GPa
expansion part of free slope  -0.00433 cm^-1/K
fixed-lattice slope           -0.01767 cm^-1/K
mismatch strain               -2.10 1e-4
film thermal stress           -37.9 MPa
free, clamping, total shift   -2.200, 0.175, -2.025 cm^-1
apparent rise on silica       92.03 K
correction factor             1.0866
apparent rise, Si at same T   100.00 K
apparent rise, cold substrate 90.13 K
apparent rise, high expansion 112.91 K
NEGLECTED EFFECTS
alpha_f growth rate           6 1e-9/K^2
  change of reading           -1.14 K
mean/initial slope, 3-phonon  1.0323
substrate give and bending    0.166 % of mismatch
  change of reading           0.0133 K
15 % larger |b|: change       -1.20 K
clamping shift of doublet     0.127 cm^-1
residual stress               100 MPa tensile
  peak offset, false rise     -0.462 cm^-1, 21.0 K
edge relaxation scale         0.21 um
```
